Why a germanium prism enhances p-polarised absorption in oxide on silicon

Question

A silicon wafer carries an oxide a few nanometres thick. Its infrared absorption is weak when p-polarised light arrives from air, but becomes strong when a germanium prism is pressed onto the oxide and the light arrives through the prism beyond the critical angle. The oxide has not changed. Why does it absorb so much more?

Answer

The mechanism

The electric field of p-polarised light has a component normal to the film. At an interface without free surface charge, it is the normal displacement D_z = ε0εE_z that is continuous, not E_z. A film much thinner than the wavelength therefore takes its D_z from its neighbours and turns it into a field

E_z = D_z/(ε0ε).

If |ε| is small, E_z is large, and so, for a given Im ε, is the dissipation, which is proportional to Im ε |E_z|².

This is half of the answer. The oxide has the same small permittivity when the prism is absent, and the ratio E_z(oxide)/E_z(silicon) = ε_Si/ε is then the same too. What the prism changes is D_z itself. Light in germanium can have a larger wave vector along the surface than light in air, and it carries a larger magnetic field for a given power flow through the surface. Both raise D_z. The silicon is needed as well: with air behind the oxide, total reflection at an angle far beyond the germanium/air critical angle would nearly cancel the magnetic field at the film, and D_z with it. In this arrangement the strong field thus needs a low-permittivity film between two high-permittivity media in close contact.

Fields and conventions

Let z point from the prism into the silicon, and let the plane of incidence be xz. Fields vary as exp(ik_x x − iωt), so an absorbing medium has Im ε > 0. The media are flat, isotropic, non-magnetic and local. Germanium (ε1) and silicon (ε3) are taken as transparent, and the wafer as thick. Define

k0 = ω/c,  S = k_x/k0 = √ε1 sin θ,  h = Z0H_y,

where Z0 is the impedance of free space, so that h has the unit of an electric field. S is the same in all layers because the phases must match along the surface.

The z component of ∇×H = −iωε0εE is ik_xH_y = −iωε0εE_z. Multiplying by Z0 and using Z0ωε0 = k0 gives

εE_z = −Sh.  (1)

Since H_y is continuous, so is D_z: the two conditions are one statement in p polarisation. The x component of the same equation, and the y component of ∇×E = iωμ0H, give

∂h/∂z = ik0εE_x,  (2)

∂E_x/∂z = ik0h + ik0SE_z = ik0(1 − S²/ε)h,  (3)

where (1) was used in the last step. In a uniform medium, (2) and (3) have solutions exp(±ik0qz) with q = √(ε − S²). By (2), a wave travelling towards +z has

E_x = Zh,  Z = q/ε,  (4)

and a wave travelling towards −z has E_x = −Zh. Z is the wave impedance in units of Z0. Beyond the critical angle S² > ε3, so q3 and Z3 are positive imaginary: the field in silicon decays and carries no power away.

The absorption of a very thin film

To first order in the thickness d, the fields h and E_x in the film may be taken from the bare germanium/silicon interface. Let the incident and reflected waves have amplitudes h_i and h_r. Continuity of h and E_x requires

h_i + h_r = h,  Z1(h_i − h_r) = Z3h.

Multiplying the first by Z1 and adding the second gives

h = 2Z1h_i/(Z1 + Z3),  E_x = Z3h.  (5)

The power dissipated per unit volume is ½ωε0 Im ε (|E_x|² + |E_z|²). From (1), the normal part contains

Im ε |E_z|² = S²|h|² Im ε/|ε|² = S²|h|² Im(−1/ε).  (6)

The incident power per unit area of the surface is ½Re(E_xH_y*) = Z1|h_i|²/(2Z0). Multiply the dissipation by d, divide by this flux, and use ωε0Z0 = k0:

A = (k0d/Z1) [S² Im(−1/ε) + |Z3|² Im ε] |h|²/|h_i|².

Inserting (5) gives the linear law

A = 4Z1k0d [S² Im(−1/ε) + |Z3|² Im ε]/|Z1 + Z3|².  (7)

The first term comes from E_z and the second from E_x. They select different frequencies. Im ε peaks near the transverse optical (TO) frequency of a vibration, whereas Im(−1/ε) peaks near the longitudinal optical (LO) frequency, where |ε| is small.

In s polarisation the field E_y is tangential and continuous, so the film gains no factor 1/|ε|². The interface field is 2q1/(q1 + q3) times the incident one and the incident flux is proportional to q1, which gives

A_s = 4q1k0d Im ε/|q1 + q3|².  (8)

What the prism contributes

Write the normal part of (7) as A = F k0d Im(−1/ε), with

F = 4Z1S²/|Z1 + Z3|².  (9)

F contains the surroundings, and Im(−1/ε) the film. Take refractive indices of 4.00 for germanium and 3.42 for silicon, so that ε1 = 16.00 and ε3 = 11.70. The critical angle is 58.76°. At 65° one has S² = 13.14, Z1 = 0.1057 and Z3 = 0.1028i, hence

F = 4 × 0.1057 × 13.14/(0.1057² + 0.1028²) ≈ 256.

For comparison, let the light come from air at the Brewster angle of the bare wafer, 73.70°. There Z1 = Z3 = cos θ = 0.281, and (9) reduces to S²/Z1. With S² = sin²θ = 0.921 this gives F = 3.28. The ratio of the two is 78. It splits into two factors:

S²: 13.14/0.921 ≈ 14.3,

4Z1/|Z1 + Z3|²: 19.4/3.56 ≈ 5.5.

The first is the larger squared normal displacement for a given magnetic field, from (1). The second is the larger squared magnetic field for a given incident power through the surface. It is itself a product: the incident wave in germanium has a squared magnetic field larger by 0.281/0.1057 ≈ 2.66, and its superposition with the totally reflected wave adds a factor |2Z1/(Z1 + Z3)|² ≈ 2.06.

At the critical angle Z3 = 0, and (9) becomes F = 4S²/Z1 = 361. In a scan from 45° to 80° at the LO frequency, with a film thin enough for the linear law, the absorption is greatest there. An angle of 65° gives up part of this gain but leaves room for a beam of finite divergence.

Now keep the prism and replace the silicon by air. Then Z3 = i√(13.14 − 1) = 3.48i, and |Z1 + Z3|² rises from 0.0217 to 12.2. By (5), |h|² and |D_z|² fall by a factor of about 560. At this angle the prism alone does not produce the effect. Near the germanium/air critical angle of 14.5° the cancellation is absent, but the 2 nm oxide treated below would still absorb less than 0.1 of the incident power there.

A weak band

The role of the film's permittivity is clearest in a weak absorber. Let ε = 2.10 + 0.05i at 1250 cm⁻¹. Continuity of D_z gives

|E_z(film)/E_z(Si)|² = |11.70/(2.10 + 0.05i)|² = 31.0.

Now imagine a film with the same Im ε = 0.05 but with its real permittivity matched to silicon. At fixed angle, frequency and very small thickness, the normal absorption computed from the layered-medium fields is smaller by a factor of 31.0. This is the contribution of the low permittivity, separated from that of the prism.

For 2 nm of these films under the prism, the total losses are 4.2×10⁻³ and 1.6×10⁻⁴, a ratio of 26 rather than 31. Two effects account for the difference. The tangential term in (7) adds about 11% to the small loss of the matched film, and the finite thickness of the low-permittivity film lowers its own loss by about 8%, as the next section shows.

The same weak film, lit from air at 73.70°, absorbs 8.0×10⁻⁵. The prism therefore gains a factor of 52. This is less than 78 because the tangential term, negligible under the prism, supplies over a quarter of the absorption in the air geometry, and because of the same 8% reduction.

When the band is strong

Silicon oxide has a strong stretching vibration. Describe it by one oscillator:

ε = ε∞(ω_L² − ω² − iγω)/(ω_T² − ω² − iγω).  (10)

Take ω_T = 1075 cm⁻¹, ω_L = 1250 cm⁻¹, γ = 50 cm⁻¹ and ε∞ = 2.1; frequencies in this formula and those derived from it are expressed as wavenumbers. At the LO frequency ε = 0.048 + 0.315i and Im(−1/ε) = 3.10. At the TO frequency Im(−1/ε) is only 0.062, although Im ε is 15.9.

For d = 2 nm, k0d = 1.571×10⁻³ at the LO frequency. The linear law then gives about

256 × 1.571×10⁻³ × 3.10 ≈ 1.25.

A film cannot absorb more than the incident power. The thickness is tiny compared with the wavelength, but the film's response is no longer a small perturbation of the interface fields.

The cure is to retain the voltage-like drop of E_x across the film. Equation (2) shows that h changes by about k0d|εE_x|, which is small here, so h can be held constant in (3). Integrating from z = 0 to z = d gives

E_x(d) − E_x(0) = ik0d(1 − S²/ε)h.

At the silicon side E_x(d) = Z3h. The impedance seen from the prism is therefore

E_x(0)/h = Z3 + Z_s,  Z_s = ik0d(S²/ε − 1).  (11)

The film acts as an impedance in series with the silicon. Its real part is Re Z_s = k0dS² Im(−1/ε), the normal absorption found before. With Z_in = Z3 + Z_s, the reflection coefficient of h is (Z1 − Z_in)/(Z1 + Z_in), by the matching that led to (5). Since

|Z1 + Z_in|² − |Z1 − Z_in|² = 4Z1 Re Z_in

and Re Z3 = 0 beyond the critical angle, the fraction of the incident power that is lost is

A = 4Z1 Re Z_s/|Z1 + Z3 + Z_s|².  (12)

For small Z_s this returns the normal part of (7). It cannot exceed one, because |Z1 + Z3 + Z_s|² ≥ (Z1 + Re Z_s)² ≥ 4Z1 Re Z_s.

For the weak film, Z_s is almost a pure reactance of 1.571×10⁻³ × (13.14/2.10 − 1) = 0.0083. Added to 0.1028, it raises the denominator by about 8%. This explains why the linear law gives 4.6×10⁻³ and the full layered solution 4.2×10⁻³.

Equation (12) omits the tangential absorption and the change of h across the film. For the 2 nm oxide, its largest deviation from the full solution between 1000 and 1400 cm⁻¹ is 0.0043 in absolute loss.

The height, position and width of the peak

From (10), with D = ω_L² − ω² − iγω,

1/ε = (1/ε∞)[1 − (ω_L² − ω_T²)/D].

Insert this in (11) and define

C = k0dS²(ω_L² − ω_T²)/ε∞,

X = Im Z3 + k0d(S²/ε∞ − 1),  M = Z1² + X².

Then Z1 + Z3 + Z_s = Z1 + iX − iC/D, and Re Z_s = C Im(1/D) = Cγω/|D|². Multiplying the numerator and denominator of (12) by |D|² gives

A = 4Z1Cγω/|(Z1 + iX)D − iC|².

Now take the factor |Z1 + iX|² = M out of the denominator. Since

iC/(Z1 + iX) = iC(Z1 − iX)/M = C(X + iZ1)/M,

the result is

A = 4(CZ1/M)γω/|ω_L² − CX/M − ω² − i(γω + CZ1/M)|².  (13)

The coupling to the surroundings lowers the resonance frequency and adds a second width:

ω_r² = ω_L² − CX/M,  γ_r = CZ1/(Mω_r).  (14)

Here γ describes loss inside the oxide, and γ_r describes radiation from the vibrating film back into the prism. At ω = ω_r, with the slow variation of k0 neglected,

A_peak = 4γγ_r/(γ + γ_r)².  (15)

For the 2 nm film, evaluate k0 at the LO frequency:

C = 1.571×10⁻³ × 13.14 × (1250² − 1075²)/2.1 ≈ 4000 cm⁻²,

X = 0.1028 + 0.0083 = 0.1111,  M = 0.1057² + 0.1111² = 0.0235.

Equation (14) gives ω_r = 1242.4 cm⁻¹ and γ_r = 14.5 cm⁻¹, so

A_peak = 4 × 50 × 14.5/(64.5)² ≈ 0.70.

The full layered solution has its peak at 1242.4 cm⁻¹ with a loss of 0.694 and a full width of 64 cm⁻¹, against γ + γ_r = 64.5 cm⁻¹. The absorbance, −log10 of the reflectance, is 0.51.

At this peak |ε| = 0.347, so E_z in the oxide is 11.70/0.347 ≈ 34 times that in the adjacent silicon. Across the oxide D_z changes by a fraction of only 5.5×10⁻⁵. Of the absorbed fraction, E_x supplies 7×10⁻⁵ and E_z the rest.

Equation (15) reaches one when γ_r = γ: the film then radiates as fast as it dissipates, and the direct and re-radiated reflected waves cancel. The full solution puts this near 9 nm, where γ_r is 51 cm⁻¹. For somewhat thicker films the peak loss falls again, since γ_r then exceeds γ. Peak height is therefore not a linear measure of thickness for this band.

The same oxide in other arrangements

With the 2 nm thickness and the oscillator parameters held fixed, the full solution gives these losses:

Ge/oxide/Si, p, 65°: 0.694 at its peak.
Ge/oxide/Si, s, 65°: 0.033 at its peak, near 1075 cm⁻¹.
Air/oxide/Si, p, 73.70°: 0.016 at its peak.
Ge/oxide/air, p, 65°: 0.0023 at 1242.4 cm⁻¹, and 0.009 at most between 1000 and 1400 cm⁻¹.

The gain over the air geometry is 44, not the linear value of 78, because the absorption under the prism has begun to saturate. Choosing a better angle in air hardly helps: at the LO frequency, the best angle is near 77° and the loss is still 0.016. The s-polarised peak lies at the TO frequency, as (8) requires.

Why the prism must be pressed on

An air gap of thickness g is another thin layer, with ε = 1. D_z is continuous across it too, so the gap does not break the argument of (1). What it does is add a series reactance. Equation (11) with ε = 1 gives

X → X + k0g(S² − 1).  (16)

For g = 10 nm the addition is 7.85×10⁻³ × 12.14 = 0.095, nearly as large as the original X. M rises, the magnetic field at the film falls, and γ_r falls with it. With the oxide at 2 nm, the full solution gives peak losses of 0.53, 0.40, 0.23 and 0.07 for gaps of 5, 10, 20 and 50 nm. A gap far smaller than the wavelength of about 8 μm thus removes much of the signal. Pressure acts here by closing the gap; no change in the oxide itself is assumed.

The model beside a real measurement

The oscillator parameters are rough typical values for amorphous silicon oxide, and 2 nm is a realistic thickness for a thin oxide on a wafer. A real oxide band is not a single oscillator, and its permittivity near the silicon may differ from that of a thick film. Raising γ to 80 cm⁻¹ lowers the peak loss from 0.69 to 0.52. Perfect contact is also an idealisation: dust, roughness or bowing can leave gaps, and a uniform gap of 10 nm would lower the peak more than this change of damping. If the gap varies over the surface, its distribution matters and not only its average.

Some other effects can be estimated in the same way. Averaging over angles from 62° to 68°, at fixed wavenumber, leaves the loss at 0.69. In bare n-type silicon with 10¹⁵ electrons per cm³, a simple free-carrier model with an effective mass of 0.26 electron masses and a mobility of 1300 cm²/Vs gives a background loss of 4×10⁻⁶; an assumed bulk absorption coefficient of 3 cm⁻¹ gives 1×10⁻³. At 10¹⁹ electrons per cm³, with the same effective mass and an assumed mobility of 100 cm²/Vs, the background is 0.22, and silicon can no longer be treated as transparent. Under the prism the thick-wafer assumption is safe for ordinary wafers, since the intensity in silicon decays over 533 nm at 65° (727 nm at 62°). It fails for a thin silicon layer: 500 nm of silicon with air behind it gives a loss of 0.34 instead of 0.69 at 1242.4 cm⁻¹. In the air geometry the light crosses the wafer. A bare, polished back face changes nothing at the Brewster angle, but the same oxide on the back face roughly doubles the loss, to 0.031, and halves the gain of 44.

Near the LO peak of a strong oxide band, (12) is therefore a good thin-film description, provided that the reactance of an independently determined gap is added to Z_s. At the TO frequency the loss of the 2 nm film is small and (12) misses about 17% of it, because the tangential absorption is left out; there the full layered solution is needed. The linear law (7) needs |Z_s| much smaller than |Z1 + Z3|, which limits the thickness as well as the band strength. The reactive part of Z_s remains however weak the band: with Re ε = 2.1 and a very small Im ε, (7) is too high by 8% at 2 nm, by nearly half at 10 nm and by a factor of two at 20 nm. The numerical output below lists the main computed values.

Computed values

```
Indices Ge, Si: 4.00, 3.42; permittivities 16.00, 11.70
Oxide TO, LO, damping: 1075, 1250, 50 cm^-1; eps_inf 2.1
Oxide thickness 2.0 nm; angle 65.0 deg; critical 58.76 deg
S = 3.6252; S^2 = 13.142; Z1 = 0.1057; Im Z3 = 0.1028
k0 d at LO = 1.571e-03
eps at LO = 0.048+0.315j; Im(-1/eps) at LO = 3.100
eps at TO = 2.100+15.897j; Im(-1/eps) at TO = 0.0618
Normal coefficient 4 Z1 S^2/|Z1+Z3|^2, prism 65 deg: 255.6
Same coefficient at critical angle: 360.8; air, Brewster: 3.283
Ratio of coefficients, prism 65 deg / air Brewster: 77.9
Linear law for 2 nm at LO (unphysical if >1): 1.245
Exact p peak: loss 0.6943 at 1242.4 cm^-1
Exact p peak absorbance -log10(R): 0.515
eps at peak = -0.047+0.344j; |eps| = 0.347
|Ez oxide/Ez Si| at peak = 33.72
|Dz| relative change across oxide = 5.54e-05
Absorbed via Ez 0.6942; via Ex 6.84e-05
Largest error of saturating law, 1000-1400 cm^-1: 0.0043
Resonance formula: centre 1242.4 cm^-1, peak loss 0.6964
Radiative width 14.47 cm^-1; total 64.47; exact FWHM 64.01
Thickness of greatest peak loss 9.03 nm; loss 1.0000
Radiative width at that thickness 50.91 cm^-1
Air/oxide/Si: Brewster angle 73.70 deg; peak film loss 0.01587
Air/oxide/Si at LO: best angle 76.84 deg; film loss 0.01614
Gain of prism over air at Brewster, 2 nm oxide: 43.7
Ge/oxide/air: loss at sandwich peak 0.00227; band maximum 0.00905
s-polarised sandwich: peak loss 0.0329 at 1074.8 cm^-1
Weak band eps = 2.10+0.05j: |Ez film/Ez Si|^2 = 31.00
Weak band normal absorption, oxide-like/matched host: 30.99
Weak band 2 nm loss: prism 4.215e-03; linear law 4.565e-03
Weak band 2 nm loss: air Brewster 8.047e-05; gain 52.4
Weak band 2 nm loss, host matched to Si: 1.625e-04
Air gap 5 nm: peak loss 0.5297; gap rule 0.5309
Air gap 10 nm: peak loss 0.3978; gap rule 0.3984
Air gap 20 nm: peak loss 0.2332; gap rule 0.2335
Air gap 50 nm: peak loss 0.0726; gap rule 0.0732
Mean loss for angles 62-68 deg at fixed wavenumber: 0.6940
Peak loss with damping 80 cm^-1: 0.5170
Bare Si carrier loss, 1e15 cm^-3, 1300 cm2/Vs: 4.28e-06
Bare Si carrier loss, 1e19 cm^-3, 100 cm2/Vs: 0.217
Bare Si loss for bulk absorption 3 cm^-1: 1.13e-03
Intensity decay depth in Si: 533 nm
```
